# Atomic displacement tensors in monoclinic and hexagonal axes, with site-symmetry constraints: a numerical check

```python
"""
Result under test: conversion of a Cartesian displacement tensor C = <u u^T>
to crystallographic U_ij, beta_ij and U_eq, and site-symmetry constraints.

Conventions: reciprocal axes a*_i . a_j = delta_ij (no 2 pi), Q = 2 pi h,
  T = <exp(i Q.u)> = exp(-sum_ij beta_ij h_i h_j),
  beta_ij = 2 pi^2 |a*_i| |a*_j| U_ij,   U_eq = trace(C)/3.
Monoclinic frame: e1 along a, e2 along b, e3 along c*.
Hexagonal frame:  e1 along a, e2 along b*, e3 along c.
Hexagonal mirror site (x,2x,z): U22 = 2 U12 and U23 = 2 U13.
Lengths are in bohr, tensors C and U in bohr^2, beta is dimensionless.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants

BOHR_IN_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
PAIRS = [(0, 0), (1, 1), (2, 2), (0, 1), (0, 2), (1, 2)]


def close(x, y, rtol=1e-10, atol=1e-12):
    return np.allclose(x, y, rtol=rtol, atol=atol)


def symmetric(t11, t22, t33, t12, t13, t23):
    return np.array([[t11, t12, t13], [t12, t22, t23], [t13, t23, t33]])


def convert(cart, cell):
    """U from the covariance of fractional displacements; cell has axes as columns."""
    inverse = np.linalg.inv(cell)
    lengths = np.linalg.norm(inverse, axis=1)
    return inverse @ cart @ inverse.T / np.outer(lengths, lengths)


def show(name, tensor, unit, digits=6):
    for i, j in PAIRS:
        print(f"{name}{i+1}{j+1} = {tensor[i, j]:.{digits}f} {unit}")


# ---------------- monoclinic cell: closed formulas ----------------
a, b, c, angle_deg = 10.0, 12.0, 14.0, 110.0
s, k = np.sin(np.radians(angle_deg)), np.cos(np.radians(angle_deg))
C = symmetric(0.040, 0.030, 0.060, 0.004, 0.006, -0.005)
principal = np.linalg.eigvalsh(C)
assert principal.min() > 0

U = symmetric(s**2*C[0, 0] - 2*s*k*C[0, 2] + k**2*C[2, 2],
              C[1, 1], C[2, 2],
              s*C[0, 1] - k*C[1, 2],
              s*C[0, 2] - k*C[2, 2], C[1, 2])
recip = np.array([1/(a*s), 1/b, 1/(c*s)])
beta = 2*np.pi**2 * np.outer(recip, recip) * U
U_eq = (U[1, 1] + (U[0, 0] + U[2, 2] + 2*k*U[0, 2])/s**2) / 3

# ---------------- monoclinic tests from the definitions ----------------
cell = np.array([[a, 0, c*k], [0, b, 0], [0, 0, c*s]])
x, w = np.polynomial.hermite.hermgauss(18)
nodes = np.array(list(itertools.product(x, repeat=3)))
weights = np.prod(list(itertools.product(w, repeat=3)), axis=1) / np.pi**1.5
u = np.sqrt(2) * nodes @ np.linalg.cholesky(C).T
fractional = np.linalg.solve(cell, u.T).T
moments = (fractional * weights[:, None]).T @ fractional
assert close(2*np.pi**2 * moments, beta)

# U as covariance of projections on the normals of the cell faces
normals = np.array([np.cross(cell[:, (i+1) % 3], cell[:, (i+2) % 3])
                    for i in range(3)])
normals /= np.linalg.norm(normals, axis=1)[:, None]
projection = u @ normals.T
assert close((projection * weights[:, None]).T @ projection, U)

for h_test in [(1, 0, 0), (1, 2, -1), (4, 2, 5), (-3, 1, 4)]:
    h_test = np.array(h_test)
    Q_test = np.linalg.solve(cell.T, 2*np.pi*h_test)
    average = np.sum(weights * np.exp(1j * (u @ Q_test)))
    assert close(average, np.exp(-h_test @ beta @ h_test), 1e-9)

# inverse conversion recovers the Cartesian input
C_back = symmetric((U[0, 0] + 2*k*U[0, 2] + k**2*U[2, 2])/s**2,
                   U[1, 1], U[2, 2], (U[0, 1] + k*U[1, 2])/s,
                   (U[0, 2] + k*U[2, 2])/s, U[1, 2])
assert close(C_back, C)

# U_eq is the mean-square displacement averaged over all directions
ct, wt = np.polynomial.legendre.leggauss(8)
sphere_mean = 0.0
for cos_t, weight in zip(ct, wt):
    sin_t = np.sqrt(1 - cos_t**2)
    for phi in 2*np.pi*np.arange(16)/16:
        n = np.array([sin_t*np.cos(phi), sin_t*np.sin(phi), cos_t])
        sphere_mean += weight/2/16 * (n @ C @ n)
assert close(sphere_mean, U_eq)
diagonal_mean = np.trace(U)/3
assert abs(diagonal_mean - U_eq) > 1e-4

# ---------------- site groups generated from P6_3/mmc ----------------
# operation: x -> W x + t/2, with integer t taken modulo 2
generators = [
    (np.array([[1, -1, 0], [1, 0, 0], [0, 0, 1]]), np.array([0, 0, 1])),
    (-np.eye(3, dtype=int), np.zeros(3, dtype=int)),
    (np.array([[-1, 1, 0], [0, 1, 0], [0, 0, 1]]), np.zeros(3, dtype=int))]
identity = (np.eye(3, dtype=int), np.zeros(3, dtype=int))


def key(op):
    return tuple(op[0].ravel()) + tuple(op[1])


group, queue = {key(identity): identity}, [identity]
while queue:
    W1, t1 = queue.pop()
    for W2, t2 in generators:
        new = (W2 @ W1, (W2 @ t1 + t2) % 2)
        if key(new) not in group:
            group[key(new)] = new
            queue.append(new)
    assert len(group) <= 24
operations = list(group.values())
assert len(operations) == 24


def site_group(site):
    fixed = []
    for W, t in operations:
        shift = W @ site + t/2 - site
        if np.allclose(shift, np.round(shift), atol=1e-9):
            fixed.append(W)
    return fixed


def orbit(site):
    found = []
    for W, t in operations:
        point = W @ site + t/2
        if not any(np.allclose(point - q, np.round(point - q), atol=1e-9)
                   for q in found):
            found.append(point)
    return found


def violations(T, level):
    """Constraint residuals: 0 mirror, 1 plus horizontal mirror, 2 plus threefold."""
    result = [T[1, 1] - 2*T[0, 1], T[1, 2] - 2*T[0, 2]]
    if level >= 1:
        result.append(T[0, 2])
    if level >= 2:
        result.append(T[0, 0] - T[1, 1])
    return np.array(result)


ah, ch = 6.0, 10.0
hex_cell = np.array([[ah, -ah/2, 0], [0, ah*np.sqrt(3)/2, 0], [0, 0, ch]])


def spring_tensor(site, cutoff=11.0):
    """Relative covariance of one atom tied by central springs to fixed neighbours."""
    stiffness = np.zeros((3, 3))
    for point in orbit(site):
        for image in itertools.product(range(-4, 5), range(-4, 5), range(-3, 4)):
            r = hex_cell @ (point + np.array(image) - site)
            distance = np.linalg.norm(r)
            if 1e-8 < distance < cutoff:
                stiffness += (1 - distance/cutoff)**2 * np.outer(r, r)/distance**2
    assert np.linalg.eigvalsh(stiffness).min() > 0
    return np.linalg.inv(stiffness)


sites = [("(x,2x,z)", np.array([0.2, 0.4, 0.1])),
         ("(x,2x,1/4)", np.array([0.2, 0.4, 0.25])),
         ("(1/3,2/3,1/4)", np.array([1/3, 2/3, 0.25]))]
orders, free_counts, spring_U = [], [], []
for level, (label, site) in enumerate(sites):
    stabilizer = site_group(site)
    averaged = []
    for i, j in PAIRS:
        trial = np.zeros((3, 3))
        trial[i, j] = trial[j, i] = 1
        invariant = sum(W @ trial @ W.T for W in stabilizer)/len(stabilizer)
        assert close(violations(invariant, level), 0)
        averaged.append(invariant.ravel())
    rank = np.linalg.matrix_rank(np.array(averaged), tol=1e-9)
    # equal dimensions prove that no constraint is missing
    constraint_matrix = np.array([
        violations(symmetric(*row), level) for row in np.eye(6)]).T
    assert rank == 6 - np.linalg.matrix_rank(constraint_matrix)
    physical = convert(spring_tensor(site), hex_cell)
    assert close(violations(physical, level)/np.trace(physical), 0, atol=1e-10)
    orders.append(len(stabilizer))
    free_counts.append(rank)
    spring_U.append(physical)
general = spring_U[0]
assert abs(general[0, 0] - general[1, 1]) > 1e-3*general[2, 2]
assert abs(general[0, 2]) > 1e-3*general[2, 2]

# ---------------- hexagonal example on the mirror site ----------------
H = symmetric(0.030, 0.050, 0.040, 0.0, 0.0, 0.010)
assert np.linalg.eigvalsh(H).min() > 0
UH = symmetric((3*H[0, 0] + H[1, 1])/4, H[1, 1], H[2, 2],
               H[1, 1]/2, H[1, 2]/2, H[1, 2])
assert close(convert(H, hex_cell), UH)
UH_eq = (4*(UH[0, 0] + UH[1, 1] - UH[0, 1])/3 + UH[2, 2])/3
assert close(UH_eq, np.trace(H)/3)

# equivalent atom: fractional threefold rule against a Cartesian rotation
threefold = np.array([[0, -1, 0], [1, -1, 0], [0, 0, 1]])
U_rotated = threefold @ UH @ threefold.T
co, si = np.cos(2*np.pi/3), np.sin(2*np.pi/3)
rotation = np.array([[co, -si, 0], [si, co, 0], [0, 0, 1]])
assert close(convert(rotation @ H @ rotation.T, hex_cell), U_rotated)
assert close(U_rotated[0, 0], 2*U_rotated[0, 1])
assert close(U_rotated[0, 2], 2*U_rotated[1, 2])

# an isotropic atom has nonzero off-diagonal U in oblique axes
iso_hex = convert(np.eye(3), hex_cell)
iso_mono = convert(np.eye(3), cell)
assert close(iso_hex[0, 1], 0.5*iso_hex[0, 0])
assert close(iso_mono[0, 2], -k)

# ---------------- printed numbers ----------------
print(f"monoclinic a, b, c = {a:.1f}, {b:.1f}, {c:.1f} bohr; angle = {angle_deg:.1f} deg")
print(f"sin(angle) = {s:.6f}, cos(angle) = {k:.6f}")
print("a*, b*, c* = " + ", ".join(f"{v:.6f}" for v in recip) + " 1/bohr")
show("C", C, "bohr^2", 4)
print("principal values of C = " + ", ".join(f"{v:.6f}" for v in principal) + " bohr^2")
show("U", U, "bohr^2")
show("beta", beta, "(dimensionless)", 7)
print(f"U_eq = {U_eq:.6f} bohr^2 = {U_eq*BOHR_IN_ANGSTROM**2:.6f} angstrom^2")
print(f"mistaken mean of U11,U22,U33 = {diagonal_mean:.6f} bohr^2")
h = np.array([4, 2, 5])
Q = np.linalg.norm(np.linalg.solve(cell.T, 2*np.pi*h))
exponent = h @ beta @ h
print(f"reflection h,k,l = {h[0]},{h[1]},{h[2]}; |Q| = {Q:.5f} 1/bohr")
print(f"sum beta_ij h_i h_j = {exponent:.6f}; T = {np.exp(-exponent):.5f}")
print(f"isotropic exponent = {Q**2*U_eq/2:.6f}; T_iso = {np.exp(-Q**2*U_eq/2):.5f}")
print(f"isotropic atom: monoclinic U13/U11 = {iso_mono[0,2]/iso_mono[0,0]:.6f}, "
      f"hexagonal U12/U11 = {iso_hex[0,1]/iso_hex[0,0]:.6f}")
for (label, site), order, count in zip(sites, orders, free_counts):
    print(f"site {label}: site-group order {order}, free components {count}")
print(f"hexagonal a, c = {ah:.1f}, {ch:.1f} bohr; spring site x = 0.2, z = 0.1"
      if close(sites[0][1], [0.2, 0.4, 0.1]) else "spring site changed")
print(f"springs, mirror site: U12/U22 = {general[0,1]/general[1,1]:.6f}, "
      f"U13/U23 = {general[0,2]/general[1,2]:.6f}, U11/U22 = {general[0,0]/general[1,1]:.6f}")
hcp = spring_U[2]
print(f"springs, hcp site: U12/U11 = {hcp[0,1]/hcp[0,0]:.6f}, "
      f"U22/U11 = {hcp[1,1]/hcp[0,0]:.6f}, U33/U11 = {hcp[2,2]/hcp[0,0]:.6f}")
print("hex Cartesian C11,C22,C33,C23 = "
      + ", ".join(f"{v:.4f}" for v in (H[0, 0], H[1, 1], H[2, 2], H[1, 2])) + " bohr^2")
show("hex U", UH, "bohr^2", 4)
print(f"hex U_eq = {UH_eq:.4f} bohr^2 = {UH_eq*BOHR_IN_ANGSTROM**2:.6f} angstrom^2")
show("equivalent-atom U", U_rotated, "bohr^2", 4)
print("no test failed")
```

Output:

```
monoclinic a, b, c = 10.0, 12.0, 14.0 bohr; angle = 110.0 deg
sin(angle) = 0.939693, cos(angle) = -0.342020
a*, b*, c* = 0.106418, 0.083333, 0.076013 1/bohr
C11 = 0.0400 bohr^2
C22 = 0.0300 bohr^2
C33 = 0.0600 bohr^2
C12 = 0.0040 bohr^2
C13 = 0.0060 bohr^2
C23 = -0.0050 bohr^2
principal values of C = 0.027179, 0.040705, 0.062116 bohr^2
U11 = 0.046196 bohr^2
U22 = 0.030000 bohr^2
U33 = 0.060000 bohr^2
U12 = 0.002049 bohr^2
U13 = 0.026159 bohr^2
U23 = -0.005000 bohr^2
beta11 = 0.0103268 (dimensionless)
beta22 = 0.0041123 (dimensionless)
beta33 = 0.0068431 (dimensionless)
beta12 = 0.0003586 (dimensionless)
beta13 = 0.0041769 (dimensionless)
beta23 = -0.0006252 (dimensionless)
U_eq = 0.043333 bohr^2 = 0.012135 angstrom^2
mistaken mean of U11,U22,U33 = 0.045399 bohr^2
reflection h,k,l = 4,2,5; |Q| = 4.28035 1/bohr
sum beta_ij h_i h_j = 0.513067; T = 0.59866
isotropic exponent = 0.396964; T_iso = 0.67236
isotropic atom: monoclinic U13/U11 = 0.342020, hexagonal U12/U11 = 0.500000
site (x,2x,z): site-group order 2, free components 4
site (x,2x,1/4): site-group order 4, free components 3
site (1/3,2/3,1/4): site-group order 12, free components 2
hexagonal a, c = 6.0, 10.0 bohr; spring site x = 0.2, z = 0.1
springs, mirror site: U12/U22 = 0.500000, U13/U23 = 0.500000, U11/U22 = 1.039508
springs, hcp site: U12/U11 = 0.500000, U22/U11 = 1.000000, U33/U11 = 0.997354
hex Cartesian C11,C22,C33,C23 = 0.0300, 0.0500, 0.0400, 0.0100 bohr^2
hex U11 = 0.0350 bohr^2
hex U22 = 0.0500 bohr^2
hex U33 = 0.0400 bohr^2
hex U12 = 0.0250 bohr^2
hex U13 = 0.0050 bohr^2
hex U23 = 0.0100 bohr^2
hex U_eq = 0.0400 bohr^2 = 0.011201 angstrom^2
equivalent-atom U11 = 0.0500 bohr^2
equivalent-atom U22 = 0.0350 bohr^2
equivalent-atom U33 = 0.0400 bohr^2
equivalent-atom U12 = 0.0250 bohr^2
equivalent-atom U13 = -0.0100 bohr^2
equivalent-atom U23 = -0.0050 bohr^2
no test failed
```
